# The LDOS preconditioner in a uniform metal and in an insulator: a program that tests the result

```python
"""
Result under test: the LDOS preconditioner P = 1 + M v_c, where
    M(r,r') = D_loc(r) delta(r-r') - D_loc(r) D_loc(r') / D,
has the inverse G^2/(G^2+q0^2), q0^2 = 4 pi D/volume, in a uniform metal,
and tends to the identity in a gapped crystal as the temperature falls.
D_loc(r) = 2 sum_n (-f'(e_n-mu)) |psi_n(r)|^2 is the local density of states,
D its integral, f the Fermi function, v_c = 4 pi/G^2 without its G=0 part.
Hartree atomic units; kT is the thermal energy; independent electrons.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, logsumexp

side, n_grid, electrons = 6.0, 9, 2.0
volume = side**3
cell_point = volume / n_grid**3
g_min = 2 * np.pi / side


def orbitals_1d(length, potential, k):
    """Energies and normalized |psi|^2 (grid, state) in a plane-wave basis."""
    n = len(potential)
    g = 2 * np.pi * np.fft.fftfreq(n, length / n)
    fourier = np.fft.fft(np.eye(n)) / np.sqrt(n)
    h = fourier.conj().T @ (((k + g)**2 / 2)[:, None] * fourier)
    h = h + np.diag(potential)
    energy, vector = np.linalg.eigh((h + h.conj().T) / 2)
    return energy, np.abs(vector)**2 * n / length


def crystal(depth, n_k):
    """Separable cubic crystal: all 3D energies and the 1D densities."""
    x = np.arange(n_grid) * side / n_grid
    potential = -depth * np.cos(2 * np.pi * x / side)
    energies, densities = [], []
    for j in range(-(n_k // 2) + 1, n_k // 2 + 1):
        e, d = orbitals_1d(side, potential, g_min * j / n_k)
        energies.append(e)
        densities.append(d.T)
    e = np.concatenate(energies)
    e3 = e[:, None, None] + e[None, :, None] + e[None, None, :]
    return e3, np.concatenate(densities)


def local_dos(e3, density, mu, kT, n_k):
    x = (e3 - mu) / kT
    weight = 2 / n_k**3 * expit(x) * expit(-x) / kT
    return np.einsum('abc,ax,by,cz->xyz', weight, density, density, density,
                     optimize=True)


g1 = 2 * np.pi * np.fft.fftfreq(n_grid, side / n_grid)
g_squared = (g1[:, None, None]**2 + g1[None, :, None]**2
             + g1[None, None, :]**2)
g_safe = np.where(g_squared > 0, g_squared, 1.0)
coulomb = np.where(g_squared > 0, 4 * np.pi / g_safe, 0.0)


def multiplier_matrix(multiplier):
    """Real-space matrix of an operator diagonal in G."""
    unit = np.eye(n_grid**3).reshape(-1, n_grid, n_grid, n_grid)
    image = np.fft.ifftn(multiplier * np.fft.fftn(unit, axes=(1, 2, 3)),
                         axes=(1, 2, 3)).real
    return image.reshape(n_grid**3, n_grid**3).T


def ldos_matrix(d_loc):
    d = d_loc.ravel()
    return np.diag(d) - np.outer(d, d) * cell_point / (d.sum() * cell_point)


print("cell side [bohr]:", side, " electrons per cell:", electrons)

# ---------- uniform metal: dense inverse of P against the Kerker factor
kT_metal, nk_metal = 0.05, 8
e3, density = crystal(0.0, nk_metal)


def count_metal(mu):
    return 2 / nk_metal**3 * expit(-(e3 - mu) / kT_metal).sum()


mu_metal = brentq(lambda m: count_metal(m) - electrons, -1, 2, xtol=1e-14)
d_loc = local_dos(e3, density, mu_metal, kT_metal, nk_metal)
dos_metal = d_loc.sum() * cell_point
assert np.ptp(d_loc) < 1e-9 * d_loc.max()
step = 1e-4
dos_difference = (count_metal(mu_metal + step)
                  - count_metal(mu_metal - step)) / (2 * step)
q0_squared = 4 * np.pi * dos_difference / volume
precond = np.eye(n_grid**3) + ldos_matrix(d_loc) @ multiplier_matrix(coulomb)
residual = np.random.default_rng(1).normal(size=(n_grid,) * 3)
residual -= residual.mean()
solved = np.linalg.solve(precond, residual.ravel())
kerker = np.fft.ifftn(g_squared / (g_squared + q0_squared)
                      * np.fft.fftn(residual)).real.ravel()
kerker_error = np.linalg.norm(solved - kerker) / np.linalg.norm(kerker)
assert kerker_error < 1e-5
print(f"metal: kT = {kT_metal} hartree, k points per axis = {nk_metal}")
print(f"metal: mu = {mu_metal:.5f} hartree")
print(f"metal: D = {dos_metal:.5f} states/hartree per cell")
print(f"metal: D/volume = {dos_metal/volume:.6f} 1/(hartree bohr^3)")
print(f"metal: q0^2 = {q0_squared:.5f} bohr^-2")
print(f"metal: q0 = {np.sqrt(q0_squared):.5f} bohr^-1")
print(f"metal: LDOS solve against Kerker, rel. error = {kerker_error:.1e}")
for wavelength in (6.0, 60.0):
    q = 2 * np.pi / wavelength
    print(f"Kerker factor at wavelength {wavelength:.0f} bohr"
          f" = {q*q/(q*q+q0_squared):.5f}")

# ---------- continuum electron gas: Thomas-Fermi limit and Lindhard response
gas_density = electrons / volume
k_fermi = (3 * np.pi**2 * gas_density)**(1 / 3)


def gas_integral(integrand, breaks):
    return quad(integrand, 0, 4, points=breaks, limit=400,
                epsabs=1e-12, epsrel=1e-10)[0] / np.pi**2


def gas_state(kT):
    """mu and dn/dmu of the free electron gas at the given density."""
    def number(mu):
        return gas_integral(lambda k: k*k*expit((mu - k*k/2)/kT), [k_fermi])
    mu = brentq(lambda m: number(m) - gas_density, 0.01, 1, xtol=1e-13)

    def slope(k):
        x = (k*k/2 - mu) / kT
        return k*k * expit(x) * expit(-x) / kT
    return mu, gas_integral(slope, [k_fermi])


mu_gas, slope_gas = gas_state(kT_metal)
q0_gas = 4 * np.pi * slope_gas
q0_cold = 4 * np.pi * gas_state(0.002)[1]
q0_thomas_fermi = 4 * k_fermi / np.pi
assert abs(q0_gas / q0_squared - 1) < 1e-2
assert abs(q0_cold / q0_thomas_fermi - 1) < 1e-3
print(f"gas: k_F = {k_fermi:.5f} bohr^-1")
print(f"gas, dense k limit: q0^2 = {q0_gas:.5f} bohr^-2")
print(f"gas, kT = 0.002 hartree: q0^2 = {q0_cold:.5f} bohr^-2")
print(f"gas, T = 0: 4 k_F/pi = {q0_thomas_fermi:.5f} bohr^-2")


def lindhard_epsilon(q):
    def integrand(k):
        return (k * expit((mu_gas - k*k/2) / kT_metal)
                * np.log(abs((2*k + q) / (2*k - q))) / q)
    return 1 + 4*np.pi/q**2 * gas_integral(integrand, [q/2, k_fermi])


ratios = []
for q in (0.05, 0.5, g_min, 2 * g_min):
    exact, model = lindhard_epsilon(q), 1 + q0_gas / q**2
    ratios.append(exact / model)
    print(f"q = {q:.4f} bohr^-1: epsilon Lindhard {exact:.4f},"
          f" Kerker {model:.4f}")
assert abs(ratios[0] - 1) < 3e-3
assert abs(ratios[2] - 1) > 10 * abs(ratios[0] - 1)

# ---------- gapped crystal: P tends to the identity
depth, nk_gap = 0.5, 4
e3, density = crystal(depth, nk_gap)
levels = np.sort(e3.ravel())
n_full = nk_gap**3
valence, conduction = levels[:n_full], levels[n_full:]
gap = conduction[0] - valence[-1]
middle = (conduction[0] + valence[-1]) / 2
assert gap > 0.1
g_v = int(np.sum(valence > valence[-1] - 1e-8))
g_c = int(np.sum(conduction < conduction[0] + 1e-8))
print(f"gapped: u = {depth} hartree, k points per axis = {nk_gap}")
print(f"gapped: gap = {gap:.5f} hartree; edge levels g_v = {g_v},"
      f" g_c = {g_c}")


def neutral_mu(kT):
    """Equal numbers of electrons and holes, compared as logarithms."""
    def imbalance(mu):
        log_electrons = logsumexp(-np.logaddexp(0, (conduction - mu) / kT))
        log_holes = logsumexp(-np.logaddexp(0, (mu - valence) / kT))
        return log_electrons - log_holes
    return brentq(imbalance, valence[0] - 2, conduction[0] + 2, xtol=1e-14)


root_coulomb = multiplier_matrix(np.sqrt(coulomb))
distances = []
for kT in (0.1, 0.05, 0.025, 0.0125):
    d_loc = local_dos(e3, density, neutral_mu(kT), kT, nk_gap)
    symmetric = root_coulomb @ ldos_matrix(d_loc) @ root_coulomb
    spectrum = np.linalg.eigvalsh((symmetric + symmetric.T) / 2)
    inverse_shift = np.max(np.abs(1 / (1 + spectrum) - 1))
    bound = 4 * np.pi * d_loc.max() / g_min**2
    assert spectrum[0] > -1e-10
    assert spectrum[-1] <= bound * (1 + 1e-9)
    distances.append(inverse_shift)
    print(f"kT = {kT} hartree: D = {d_loc.sum()*cell_point:.3e} 1/hartree,"
          f" max D_loc = {d_loc.max():.3e} 1/(hartree bohr^3)")
    print(f"   ||P^-1 - 1|| = {inverse_shift:.3e}, lambda bound = {bound:.3e},"
          f" L at bound 1 = {np.sqrt(np.pi/d_loc.max()):.3g} bohr")
assert all(b < a for a, b in zip(distances, distances[1:]))
assert distances[-1] < 1e-4

kT_cold = 0.001
mu_cold = neutral_mu(kT_cold)
mu_shift = kT_cold / 2 * np.log(g_v / g_c)
dos_cold = local_dos(e3, density, mu_cold, kT_cold, nk_gap).sum() * cell_point
dos_law = (4 / (kT_cold * n_full) * np.sqrt(g_v * g_c)
           * np.exp(-gap / (2 * kT_cold)))
assert abs(mu_cold - middle - mu_shift) < 0.02 * kT_cold
assert abs(dos_cold / dos_law - 1) < 0.02
print(f"kT = {kT_cold} hartree: mu - midgap = {mu_cold-middle:.4e} hartree,"
      f" law {mu_shift:.4e}")
print(f"kT = {kT_cold} hartree: D / low-temperature law"
      f" = {dos_cold/dos_law:.5f}")


# ---------- long 1D supercells: the true response by finite differences
def chain(potential, length, number, kT):
    e, d = orbitals_1d(length, potential, 0.0)
    mu = brentq(lambda m: 2 * expit((m - e) / kT).sum() - number,
                e[0] - 2, e[-1] + 2, xtol=1e-14)
    x = (e - mu) / kT
    return d @ (2*expit(-x)), mu, d @ (2*expit(x)*expit(-x)/kT)


def chain_response(cells, lattice, modulation, per_cell, kT, amplitude):
    length, n = cells * side, cells * n_grid
    x = np.arange(n) * length / n
    wave = np.cos(2 * np.pi * x / length)
    base = -lattice * np.cos(2 * np.pi * x / side) + modulation * wave
    number = per_cell * cells
    plus = chain(base + amplitude * wave, length, number, kT)
    minus = chain(base - amplitude * wave, length, number, kT)
    d_loc = chain(base, length, number, kT)[2]
    change = (plus[0] - minus[0]) / (2 * amplitude)
    mu_change = (plus[1] - minus[1]) / (2 * amplitude)
    return wave, change, mu_change, d_loc, 2 * np.pi / length


print("1D metal: u = 0.1, modulation 0.05, kT = 0.05 hartree, 3 el./cell")
local_errors = []
for cells in (5, 15, 45):
    wave, change, mu_change, d_loc, q = chain_response(
        cells, 0.1, 0.05, 3, 0.05, 1e-4)
    mu_model = (d_loc @ wave) / d_loc.sum()
    assert abs(mu_change - mu_model) < 1e-5
    model = -d_loc * (wave - mu_model)
    local_errors.append(np.linalg.norm(change - model)
                        / np.linalg.norm(change))
    print(f"   {cells} cells: rel. error of LDOS response"
          f" = {local_errors[-1]:.4f}, dmu/dV = {mu_change:.5f}")
assert local_errors[2] < local_errors[1] < local_errors[0]
assert local_errors[2] < 0.3 * local_errors[0]

print("1D insulator: u = 0.5, kT = 0.01 hartree, 2 electrons/cell")
polarizability = []
for cells in (5, 15, 45):
    wave, change, _, d_loc, q = chain_response(cells, 0.5, 0.0, 2, 0.01, 1e-3)
    response = 2 * np.mean(change * wave)
    assert response < 0 and d_loc.max() < 1e-4 * abs(response)
    polarizability.append(-response / q**2)
    print(f"   {cells} cells: q = {q:.5f} bohr^-1,"
          f" -chi0(q)/q^2 = {polarizability[-1]:.5f} bohr/hartree")
assert abs(polarizability[2] / polarizability[1] - 1) < 0.05

print("no test failed")
```

Output:

```
cell side [bohr]: 6.0  electrons per cell: 2.0
metal: kT = 0.05 hartree, k points per axis = 8
metal: mu = 0.20023 hartree
metal: D = 13.41598 states/hartree per cell
metal: D/volume = 0.062111 1/(hartree bohr^3)
metal: q0^2 = 0.78051 bohr^-2
metal: q0 = 0.88346 bohr^-1
metal: LDOS solve against Kerker, rel. error = 8.8e-10
Kerker factor at wavelength 6 bohr = 0.58420
Kerker factor at wavelength 60 bohr = 0.01386
gas: k_F = 0.64963 bohr^-1
gas, dense k limit: q0^2 = 0.78048 bohr^-2
gas, kT = 0.002 hartree: q0^2 = 0.82707 bohr^-2
gas, T = 0: 4 k_F/pi = 0.82713 bohr^-2
q = 0.0500 bohr^-1: epsilon Lindhard 313.0096, Kerker 313.1924
q = 0.5000 bohr^-1: epsilon Lindhard 3.9321, Kerker 4.1219
q = 1.0472 bohr^-1: epsilon Lindhard 1.4943, Kerker 1.7117
q = 2.0944 bohr^-1: epsilon Lindhard 1.0272, Kerker 1.1779
gapped: u = 0.5 hartree, k points per axis = 4
gapped: gap = 0.43552 hartree; edge levels g_v = 1, g_c = 3
kT = 0.1 hartree: D = 3.878e+00 1/hartree, max D_loc = 1.674e-01 1/(hartree bohr^3)
   ||P^-1 - 1|| = 2.805e-01, lambda bound = 1.919e+00, L at bound 1 = 4.33 bohr
kT = 0.05 hartree: D = 6.700e-01 1/hartree, max D_loc = 2.971e-02 1/(hartree bohr^3)
   ||P^-1 - 1|| = 6.377e-02, lambda bound = 3.405e-01, L at bound 1 = 10.3 bohr
kT = 0.025 hartree: D = 9.765e-03 1/hartree, max D_loc = 4.351e-04 1/(hartree bohr^3)
   ||P^-1 - 1|| = 9.951e-04, lambda bound = 4.986e-03, L at bound 1 = 85 bohr
kT = 0.0125 hartree: D = 1.489e-06 1/hartree, max D_loc = 6.759e-08 1/(hartree bohr^3)
   ||P^-1 - 1|| = 1.531e-07, lambda bound = 7.745e-07, L at bound 1 = 6.82e+03 bohr
kT = 0.001 hartree: mu - midgap = -5.4937e-04 hartree, law -5.4931e-04
kT = 0.001 hartree: D / low-temperature law = 1.00022
1D metal: u = 0.1, modulation 0.05, kT = 0.05 hartree, 3 el./cell
   5 cells: rel. error of LDOS response = 0.0429, dmu/dV = 0.04197
   15 cells: rel. error of LDOS response = 0.0089, dmu/dV = 0.04436
   45 cells: rel. error of LDOS response = 0.0030, dmu/dV = 0.04451
1D insulator: u = 0.5, kT = 0.01 hartree, 2 electrons/cell
   5 cells: q = 0.20944 bohr^-1, -chi0(q)/q^2 = 1.07838 bohr/hartree
   15 cells: q = 0.06981 bohr^-1, -chi0(q)/q^2 = 1.12127 bohr/hartree
   45 cells: q = 0.02327 bohr^-1, -chi0(q)/q^2 = 1.12627 bohr/hartree
no test failed
```
